# Exchange narrowing and the self-consistent exciton size in a disordered chain

To compute the absorption line of a disordered molecular aggregate, one must decide how many molecules to put in the simulated chain. To work back from a linewidth to the disorder of the single molecules, one must decide how strongly the coupling has narrowed the line. Both decisions need the number of molecules over which a bright exciton extends. In a long chain this number is not an input: the disorder sets it, and it changes when the disorder changes.

## The model

One excitation moves on an open chain of $N$ molecules with parallel transition dipoles. The light is taken to have the same phase at all molecules. With energies measured from the mean site energy,

$$H=\sum_n \varepsilon_n|n\rangle\langle n|-J\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),\qquad J>0 .$$

The $\varepsilon_n$ are independent Gaussian variables of mean zero and standard deviation $\sigma$, fixed in time. Vibrations, radiative width and couplings beyond nearest neighbours are left out. A state with real amplitudes $\varphi_n$ absorbs with strength $(\sum_n\varphi_n)^2$. Because the coupling is $-J$, the nodeless, bright state lies at the bottom of the band.

## The estimate on the back of an envelope

An exciton spread over $N$ molecules feels the average of $N$ independent energies, which fluctuates by about $\sigma/\sqrt N$. This is exchange narrowing. The state keeps its extent as long as this fluctuation is smaller than the spacing of the lowest levels, which for a particle in a box of $N$ sites scales as $J/N^2$; the numerical factor, $3\pi^2$, is derived below and dropped here. The two are equal when

$$\frac{\sigma}{\sqrt N}\sim\frac{J}{N^2}\quad\Rightarrow\quad N\sim\left(\frac J\sigma\right)^{2/3},\qquad \frac{\sigma}{\sqrt N}\sim\sigma\left(\frac\sigma J\right)^{1/3}=\sigma^{4/3}J^{-1/3}.$$

The extra third of a power in the width arises because stronger disorder both shakes the levels more and shortens the exciton, so that it averages less.

## Narrowing at fixed size

To first order in the disorder, a non-degenerate state shifts by $\delta E=\sum_n\varphi_n^2\varepsilon_n$. Since $\langle\varepsilon_n\varepsilon_m\rangle=\sigma^2\delta_{nm}$, the cross terms vanish and

$$\langle\delta E^2\rangle=\sigma^2\sum_n\varphi_n^4\equiv\frac{\sigma^2}{N_{\rm pr}} .$$

This defines the participation number $N_{\rm pr}$. On a ring the bright state has $\varphi_n^2=1/N$, so $N_{\rm pr}=N$ and the spread is $\sigma/\sqrt N$.

For the open chain write $M=N+1$ and $\theta=\pi/M$. The clean states and energies are

$$\varphi_{k,n}=\sqrt{\tfrac2M}\,\sin(k\theta n),\qquad E_k=-2J\cos k\theta ,$$

because $\sin[k\theta(n+1)]+\sin[k\theta(n-1)]=2\cos k\theta\,\sin k\theta n$, and the sine vanishes at $n=0$ and $n=M$. For the lowest state use

$$\sin^4x=\tfrac38-\tfrac12\cos2x+\tfrac18\cos4x .$$

The sum may start at $n=0$, where the summand is zero. Over the $M$ points $n=0,\dots,N$, the sum of $\cos(2\pi pn/M)$ vanishes for any integer $p$ that is not a multiple of $M$. Only the constant survives:

$$\sum_n\varphi_{1,n}^4=\frac4{M^2}\cdot\frac{3M}8=\frac3{2M},\qquad N_{\rm pr}=\frac{2M}3 .$$

The spread is therefore $\sigma\sqrt{3/(2M)}$. It exceeds the ring value because the sine concentrates the exciton in the middle of the chain.

In simulations at $\sigma/J=0.01$, the lowest level of a 32-site ring has a spread of $0.176\,\sigma$, against $0.177\,\sigma$ from the formula. For an open chain of 20 sites both values are $0.267\,\sigma$.

## Where the fixed size fails

The first-order result assumes that disorder does not mix the lowest state with others. The mixing element $V_{1k}=\sum_n\varphi_{1,n}\varphi_{k,n}\varepsilon_n$ has variance $\sigma^2\sum_n\varphi_{1,n}^2\varphi_{k,n}^2$. From $\sin^2x=(1-\cos2x)/2$,

$$\sin^2\!\theta n\,\sin^2\!k\theta n=\tfrac14\Big[1-\cos2\theta n-\cos2k\theta n+\tfrac12\cos2(k+1)\theta n+\tfrac12\cos2(k-1)\theta n\Big].$$

For $2\le k<N$ all the cosines sum to zero. What remains is $M/4$, and the factor $4/M^2$ from the normalization gives

$$\sqrt{\langle V_{1k}^2\rangle}=\frac{\sigma}{\sqrt M}.$$

For small $k\theta$ the level spacing is

$$E_k-E_1=2J(\cos\theta-\cos k\theta)\simeq J(k^2-1)\theta^2=\frac{(k^2-1)\pi^2J}{M^2}.$$

The ratio of mixing element to gap for the nearest level, $k=2$, is then

$$r=\frac{\sigma/\sqrt M}{3\pi^2J/M^2}=\frac{\sigma M^{3/2}}{3\pi^2J}=\left(\frac M{M^*}\right)^{3/2},\qquad M^*=\left(\frac{3\pi^2J}\sigma\right)^{2/3}.$$

Since $r$ grows with length, a short chain keeps its clean state and a long one loses it. For small $r$, perturbation theory gives the mean probability lost from the clean state as

$$\sum_{k\ge2}\frac{\langle V_{1k}^2\rangle}{(E_k-E_1)^2}\simeq r^2\sum_{k\ge2}\frac9{(k^2-1)^2}\simeq1.21\,r^2 .$$

At $M=M^*/4$ we have $r^2=1/64$, so the overlap should be about $0.98$. The simulation at $\sigma/J=0.1$ gives $0.981$. The overlap drops to $0.63$ at $M^*$ and to $0.14$ at $4M^*$.

In a long chain we therefore take $M^*$ as the size of the segment that an exciton occupies. Inserting it in the open-chain spread gives

$$N_{\rm pr}\simeq\tfrac23(3\pi^2)^{2/3}\left(\frac J\sigma\right)^{2/3}\simeq6.4\left(\frac J\sigma\right)^{2/3},$$

$$\Delta=\sigma\sqrt{\frac3{2M^*}}=\sqrt{\tfrac32}\,(3\pi^2)^{-1/3}\,\sigma^{4/3}J^{-1/3}\simeq0.40\,\sigma^{4/3}J^{-1/3}.$$

For a Gaussian line the full width at half maximum (FWHM) is $2\sqrt{2\ln2}\,\Delta\simeq0.93\,\sigma^{4/3}J^{-1/3}$.

The threshold $r=1$ is a choice. With $r=c$ instead, the size is multiplied by $c^{2/3}$ and the width by $c^{-1/3}$. The prefactors are thus of order one and uncertain, while the exponents do not depend on $c$.

## The exponents without a threshold

Near the band bottom the amplitude varies slowly from site to site, so $\psi(n+1)+\psi(n-1)\simeq2\psi+\psi''$. With $x$ counting sites and $E$ measured from $-2J$,

$$-J\psi''(x)+v(x)\psi(x)=E\psi(x),\qquad\langle v(x)v(x')\rangle=\sigma^2\delta(x-x').$$

The delta function reproduces the lattice statistics: the sum of $\ell$ site energies has variance $\sigma^2\ell$, and so has the integral of $v$ over a length $\ell$.

Now set $x=Ly$. The second derivative gains a factor $1/L^2$. Since $\delta(Ly-Ly')=\delta(y-y')/L$, the potential becomes $v=\sigma L^{-1/2}w(y)$, where $w$ is white noise of unit strength:

$$-\frac J{L^2}\frac{d^2\psi}{dy^2}+\frac\sigma{\sqrt L}\,w(y)\psi=E\psi .$$

Choose $L$ so that the two coefficients are equal:

$$L=\left(\frac J\sigma\right)^{2/3},\qquad E_s\equiv\frac J{L^2}=\sigma^{4/3}J^{-1/3}.$$

Division by $E_s$ leaves an equation without parameters. In this continuum limit every length that characterizes the edge states is a pure number times $L$, and the FWHM of the absorption line, like other widths that describe its core, is a pure number times $E_s$. The conditions are $L\gg1$, which means $\sigma\ll J$, and a chain much longer than $L$.

The same argument covers short-range correlation. Suppose that blocks of $\ell$ neighbouring molecules share one energy. The sum over many blocks then has variance $\sigma^2\ell$ per molecule, so $\sigma$ is replaced by $\sigma\sqrt\ell$. The size falls as $\ell^{-1/3}$ and the width grows as $\ell^{2/3}$, provided that the new size still covers many blocks. In the opposite limit, where a whole chain shares one energy, that energy merely shifts $H$. The exciton then extends over the whole chain, and the spread between chains is the full $\sigma$.

## Which width narrows

On a ring, the uniform state $u_n=1/\sqrt N$ carries all the strength of the clean system. The coupling acting on it gives $-2J$, so $[(H+2J)u]_n=\varepsilon_nu_n$. The second moment of the absorption about $-2J$ is the squared norm of this vector, $\sum_n\varepsilon_n^2/N$, whose average is $\sigma^2$ for any $J$. The second moment does not narrow.

Weak disorder shows where it goes. The bright level itself contributes $\sigma^2/N$. Each of the other $N-1$ levels, at distance $\Delta_k$, receives a fraction $\sigma^2/(N\Delta_k^2)$ of the strength; weighted by $\Delta_k^2$, this also contributes $\sigma^2/N$. Most of the second moment thus sits in a weak high-energy tail. A linewidth that shows narrowing must give little weight to this tail, as do the FWHM and the interquartile width, the energy interval that holds the middle half of the strength.

For 128-site rings at $\sigma/J=0.2$, the simulated root second moment is $0.997\,\sigma$, while the interquartile width is $0.50\,\sigma$, against $1.35\,\sigma$ for uncoupled molecules.

## Comparison with diagonalized chains

The table refers to open chains of 400 sites, with 80 samples for each disorder strength. The size is the strength-weighted mean participation number of the states between the quartiles of the absorption. The FWHM is read from a spectrum smoothed with a Gaussian whose standard deviation is 0.15 of the interquartile width; this broadens it by several percent.

| $\sigma/J$ | size | FWHM$/J$ | size$/L$ | FWHM$/E_s$ |
|---|---|---|---|---|
| 0.05 | 34.4 | 0.025 | 4.7 | 1.36 |
| 0.10 | 22.2 | 0.054 | 4.8 | 1.17 |
| 0.20 | 14.0 | 0.139 | 4.8 | 1.19 |
| 0.40 | 8.7 | 0.360 | 4.7 | 1.22 |

The fitted exponent of the size in $J/\sigma$ is $0.66$, against $2/3$. The fitted exponent of the width in $\sigma$ is $1.29$ for both the interquartile width and the FWHM, against $4/3$. The tests allowed deviations of $0.1$ for the size and the interquartile width, and $0.15$ for the FWHM.

The width at the weakest disorder lies above the trend of the other three and pulls the fitted exponent down. With 80 samples the FWHM entries carry a sampling uncertainty of about 10%. With several hundred chains of 400 sites the entry at $\sigma/J=0.05$ falls to about $1.26$ and the one at $0.10$ rises to about $1.28$, so the excess disappears. Chains of 4000 sites give $1.20$, $1.28$, $1.29$ and $1.30$ for the four disorder strengths, with a fitted exponent of $1.37$.

The scaled size is below the estimated $6.4$, and the scaled width is above $0.93$. The estimate gives every exciton the full box length and a clean sine shape, so agreement to better than a factor of order one was not to be expected.

At $\sigma/J=0.2$, going from 100 to 400 sites changes the interquartile width by a factor $0.95$. Unlimited narrowing as $1/\sqrt N$ would have given $0.50$. A chain of about seven exciton sizes was therefore long enough to bring this width within about 10% of the value for the longer chain.

## Numbers for a model aggregate

Take $J=0.10$ eV, $\sigma=0.010$ eV and a spacing of 5 angstrom. These are round model parameters and describe no particular material. The size estimate is

$$M^*=(3\pi^2\times10)^{2/3}=44.4,\qquad N_{\rm pr}=\tfrac23\times44.4=29.6 ,$$

or about 148 angstrom. The simulated chain gives 111 angstrom. At $M^*$ the mixing element is $0.010/\sqrt{44.4}=0.0015$ eV, equal to the gap by construction. The width follows as

$$\Delta=0.010\,\sqrt{1.5/44.4}=0.00184\ \text{eV},\qquad \text{FWHM}=2.355\,\Delta=0.0043\ \text{eV}.$$

The simulated FWHM is $0.0054$ eV ($2.0\times10^{-4}$ hartree), so the estimate is 20% below it. Uncoupled molecules would show $0.0235$ eV, so the coupling narrows the line by a factor of about $4.3$. The root of the simulated size, $\sqrt{22.2}=4.7$, is of similar magnitude. The simulated width is uncertain by about 10%: with several hundred samples it rises to about $0.0059$ eV and the narrowing factor falls to about $4.0$.

Doubling $\sigma$ multiplies the simulated width by $2.57$ and the size by $0.63$; the scaling laws give $2.52$ and $0.63$. A calculation that kept the size fixed would predict a factor of 2 for the width. To go from a FWHM $W$ back to the disorder, one should therefore invert the self-consistent law,

$$\sigma\simeq\left(\frac W{1.2}\right)^{3/4}J^{1/4},$$

where $1.2$ is the typical simulated value of FWHM$/E_s$, uncertain by about 10%. This holds for a line whose width comes from uncorrelated static disorder with $\sigma\ll J$, in chains much longer than the exciton and with nearest-neighbour coupling only. The prefactor does not carry over to dipolar coupling: with $-J/|n-m|^3$ between all pairs, 260-site chains at $\sigma/J=0.1$ and $0.2$ give FWHM$/E_s\simeq0.85$, and the formula with $1.2$ then underestimates $\sigma$ by about 20%. In a shorter chain the disorder is averaged over fewer molecules, so the line is wider and the formula overestimates $\sigma$. Once $\sigma$ approaches $J$, $L$ approaches one site and the continuum argument no longer justifies the law; for $\sigma\gg J$ the coupling becomes negligible and the width tends to that of single molecules. The full set of values is in the numerical output.

## Calculated quantities

```
Fixed size, sigma/J = 0.01 (spread of lowest level / sigma)
  ring N=8: simulated 0.355, formula 0.354
  ring N=16: simulated 0.252, formula 0.250
  ring N=32: simulated 0.176, formula 0.177
  open N=20: simulated 0.267, formula 0.267
Clean open chain N=60: gap/J 0.00795, formula 0.00796
Mean squared overlap of lowest state with clean one, sigma/J = 0.1
  N=10 (0.25 of N*+1): 0.981
  N=43 (1.00 of N*+1): 0.630
  N=177 (4.00 of N*+1): 0.144
Open chains of 400 sites, 80 samples per disorder strength
  sigma/J  core size  IQR/J    FWHM/J   size/L  FWHM/(J/L^2)
  0.05      34.38     0.01750  0.02511  4.67    1.36
  0.10      22.18     0.03972  0.05422  4.78    1.17
  0.20      13.99     0.10215  0.13943  4.78    1.19
  0.40       8.71     0.25373  0.35966  4.73    1.22
Fitted exponent of size in J/sigma: 0.661 (2/3 = 0.667)
Fitted exponent of IQR in sigma: 1.294 (4/3 = 1.333)
Fitted exponent of FWHM in sigma: 1.288
IQR(400 sites)/IQR(100 sites), sigma/J=0.2: 0.948 (1/sqrt(N) law would give 0.500)
Rings N=128, sigma/J=0.2: root second moment/sigma 0.997, IQR/sigma 0.497
  IQR/sigma of uncoupled sites, sampled: 1.348
Example: J 0.10 eV, sigma 0.010 eV, spacing 5.0 angstrom
  estimated N*+1: 44.4; participation number: 29.6
  mixing element = gap at N*: 0.00150 eV
  delocalization length: estimate 148 angstrom, simulated 111 angstrom
  FWHM of uncoupled molecules: 0.02355 eV
  estimated standard deviation: 0.00184 eV
  FWHM: estimate 0.00433 eV, simulated 0.00542 eV
  simulated FWHM: 1.992e-04 hartree
  sigma doubled: FWHM factor simulated 2.57, law 2.52
  sigma doubled: size factor simulated 0.63, law 0.63
```
